# Delta-Layer Depth Profile from a Double Exponential Convolved with a Gaussian: a program that tests the result

```python
"""Depth profile of a delta layer: double exponential convolved with a Gaussian.

Result under test, with z = apparent depth minus true depth (nm):
  R(z) = (U + D) / (2 (lu + ld))
  U = exp( z/lu + s^2/(2 lu^2)) erfc((z/s + s/lu)/sqrt(2))
  D = exp(-z/ld + s^2/(2 ld^2)) erfc((s/ld - z/s)/sqrt(2))
s  : standard deviation of the Gaussian (nm)
lu : growth length of the leading edge (nm)
ld : decay length of the trailing edge (nm)
The reference is direct quadrature of the convolution integral.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc, erfcx

NODES, WEIGHTS = np.polynomial.legendre.leggauss(20)
ROOT2 = np.sqrt(2.0)


def double_exponential(t, lu, ld):
    return np.exp(np.where(t < 0, t / lu, -t / ld)) / (lu + ld)


def gaussian(t, s):
    return np.exp(-0.5 * (t / s) ** 2) / (s * np.sqrt(2 * np.pi))


def convolution(z, s, lu, ld):
    """Definition: integral of double_exponential(t) * gaussian(z - t)."""
    breaks = np.unique(np.concatenate([
        -lu * np.arange(41), ld * np.arange(41),
        z + s * np.arange(-12, 13)]))
    half = 0.5 * np.diff(breaks)[:, None]
    middle = 0.5 * (breaks[1:] + breaks[:-1])[:, None]
    t = middle + half * NODES
    values = double_exponential(t, lu, ld) * gaussian(z - t, s)
    return float(np.sum(half * WEIGHTS * values))


def plain_closed_form(z, s, lu, ld):
    up = np.exp(z / lu + s**2 / (2 * lu**2)) * erfc((z / s + s / lu) / ROOT2)
    down = np.exp(-z / ld + s**2 / (2 * ld**2)) * erfc((s / ld - z / s) / ROOT2)
    return (up + down) / (2 * (lu + ld))


def stable_term(x, s, length):
    argument = (x / s + s / length) / ROOT2
    if argument > 0:
        return np.exp(-0.5 * (x / s) ** 2) * erfcx(argument)
    return np.exp(x / length + s**2 / (2 * length**2)) * erfc(argument)


def terms(z, s, lu, ld):
    return stable_term(z, s, lu), stable_term(-z, s, ld)


def response(z, s, lu, ld):
    return sum(terms(z, s, lu, ld)) / (2 * (lu + ld))


def slope(z, s, lu, ld):
    up, down = terms(z, s, lu, ld)
    return (up / lu - down / ld) / (2 * (lu + ld))


def cumulative(z, s, lu, ld):
    up, down = terms(z, s, lu, ld)
    return 0.5 * erfc(-z / (s * ROOT2)) + (lu * up - ld * down) / (2 * (lu + ld))


def peak_shift(s, lu, ld):
    reach = 3 * (s + lu + ld)
    return brentq(slope, -reach, reach, args=(s, lu, ld), xtol=1e-13)


# Closed form, plain and stable, against the definition
cases = [(1.0, 0.5, 2.0), (3.0, 0.2, 0.7), (0.3, 1.5, 4.0), (1.0, 1.0, 1.0)]
worst = 0.0
for case in cases:
    for z in (-6.0, -2.0, -0.5, 0.0, 0.7, 3.0, 10.0):
        reference = convolution(z, *case)
        for formula in (plain_closed_form, response):
            worst = max(worst, abs(formula(z, *case) / reference - 1))
assert worst < 1e-9

# Broad Gaussian: the plain form breaks down, the stable form does not
broad = (50.0, 0.5, 2.0)
with np.errstate(over="ignore", invalid="ignore", under="ignore"):
    assert not np.isfinite(plain_closed_form(0.0, *broad))
for z in (-100.0, 0.0, 100.0):
    assert abs(response(z, *broad) / convolution(z, *broad) - 1) < 1e-9

# Derivative and cumulative function
s, lu, ld = 1.0, 0.5, 2.0
model = (s, lu, ld)
step = 1e-4
for z in (-3.0, 0.0, 1.0, 5.0):
    difference = (convolution(z + step, *model)
                  - convolution(z - step, *model)) / (2 * step)
    assert abs(difference - slope(z, *model)) < 1e-8
    area = quad(convolution, -25, z, args=model, epsabs=1e-11, limit=100)[0]
    assert abs(area - cumulative(z, *model)) < 1e-9

# Area and cumulants of the convolution computed from its definition
grid = np.arange(-25.0, 75.01, 0.25)
density = np.array([convolution(z, *model) for z in grid]) * 0.25
area = density.sum()
mean = (grid * density).sum()
variance = ((grid - mean) ** 2 * density).sum()
third = ((grid - mean) ** 3 * density).sum()
assert abs(area - 1) < 1e-9
assert abs(mean - (ld - lu)) < 1e-8
assert abs(variance - (s**2 + lu**2 + ld**2)) < 1e-7
assert abs(third - 2 * (ld**3 - lu**3)) < 1e-6

# Moment generating function inside its strip of convergence
for q in (-0.8, 0.2):
    numeric = (np.exp(q * grid) * density).sum()
    formula = np.exp(0.5 * (s * q) ** 2) / ((1 - ld * q) * (1 + lu * q))
    assert abs(numeric / formula - 1) < 1e-6

# One maximum, its place, its height and the sign of its shift
logs = np.log([convolution(z, *model) for z in np.arange(-5, 5.01, 0.25)])
assert np.all(np.diff(logs, 2) < 0)
for case in cases + [(0.8, 3.0, 0.6)]:
    found = minimize_scalar(lambda z: -convolution(z, *case),
                            bounds=(-4, 4), method="bounded",
                            options={"xatol": 1e-8})
    place = peak_shift(*case)
    assert abs(found.x - place) < 1e-5
    assert abs(-found.fun / (terms(place, *case)[0] / (2 * case[1])) - 1) < 1e-8
    if case[1] == case[2]:
        assert abs(found.x) < 1e-5
    else:
        assert np.sign(found.x) == np.sign(case[2] - case[1])
blurs = (0.25, 1.0, 4.0)
shifts = [peak_shift(blur, lu, ld) for blur in blurs]
assert 0 < shifts[0] < shifts[1] < shifts[2] < ld - lu
assert peak_shift(0.001, lu, ld) < 0.01
mode_estimate = mean - third / (2 * (50.0**2 + lu**2 + ld**2))
assert abs(peak_shift(*broad) - mode_estimate) < 1e-4

# Tails: slope free of blur, amplitude raised by blur
for blur in (0.5, 1.0, 2.0):
    near, far = (convolution(z, blur, lu, ld) for z in (25.0, 27.0))
    assert abs(2.0 / np.log(near / far) - ld) < 1e-8
    factor = near * np.exp(25.0 / ld) * (lu + ld)
    assert abs(factor / np.exp(blur**2 / (2 * ld**2)) - 1) < 1e-8
lead_near, lead_far = (convolution(z, *model) for z in (-12.0, -13.0))
assert abs(1.0 / np.log(lead_near / lead_far) - lu) < 1e-8
tail_factor = convolution(25.0, *model) * np.exp(25.0 / ld) * (lu + ld)

# Limits of vanishing blur and of vanishing exponential lengths
for z in (-1.0, 0.5, 3.0):
    sharp = double_exponential(z, lu, ld)
    assert abs(response(z, 1e-3, lu, ld) / sharp - 1) < 1e-5
    assert abs(response(z, s, 1e-3, 1e-3) / gaussian(z, s) - 1) < 2e-5

# Layer of finite thickness, from the cumulative function and by quadrature
thickness = 1.0


def layer_response(z):
    return (cumulative(z + thickness / 2, *model)
            - cumulative(z - thickness / 2, *model)) / thickness


for z in (-1.0, 0.6, 4.0):
    averaged = quad(lambda y: convolution(z - y, *model),
                    -thickness / 2, thickness / 2)[0] / thickness
    assert abs(averaged - layer_response(z)) < 1e-9

# Worked example
depth, dose = 50.0, 0.01
per_cm3 = (constants.centi / constants.nano) ** 3
per_cm2 = (constants.centi / constants.nano) ** 2
shift = peak_shift(*model)
top = response(shift, *model)


def above_half(z):
    return response(z, *model) - top / 2


left = brentq(above_half, shift - 8, shift)
right = brentq(above_half, shift, shift + 12)
for edge in (left, right):
    assert abs(convolution(edge, *model) / top - 0.5) < 1e-8
layer_best = minimize_scalar(lambda z: -layer_response(z), bounds=(-3, 4),
                             method="bounded", options={"xatol": 1e-8})
lost = quad(convolution, -depth - 15, -depth, args=model,
            epsabs=0, epsrel=1e-9, limit=200)[0]
lost_formula = lu / (lu + ld) * np.exp(s**2 / (2 * lu**2) - depth / lu)
assert abs(lost / lost_formula - 1) < 1e-7

print(f"Gaussian standard deviation: {s:.2f} nm")
print(f"leading growth length: {lu:.2f} nm")
print(f"trailing decay length: {ld:.2f} nm")
print(f"true layer depth: {depth:.1f} nm")
print(f"areal dose: {dose:.3f} nm^-2 = {dose * per_cm2:.2e} cm^-2")
print(f"largest relative error of closed form: {worst:.1e}")
print("offset (nm), U, D, R (nm^-1), concentration (nm^-3):")
for z in (-3.0, -1.0, 0.0, 1.0, 3.0, 5.0, 10.0):
    up, down = terms(z, *model)
    value = response(z, *model)
    print(f"{z:6.1f} {up:.5e} {down:.5e} {value:.5e} {dose * value:.5e}")
print(f"peak shift: {shift:.4f} nm")
print(f"apparent peak depth: {depth + shift:.4f} nm")
print(f"peak response: {top:.5f} nm^-1")
print(f"peak concentration: {dose * top:.5e} nm^-3 = "
      f"{dose * top * per_cm3:.4e} cm^-3")
print(f"half-maximum offsets: {left:.4f} and {right:.4f} nm")
print(f"full width at half maximum: {right - left:.4f} nm")
print(f"centroid shift: {mean:.4f} nm")
print(f"variance: {variance:.4f} nm^2")
print(f"standard deviation: {np.sqrt(variance):.4f} nm")
print(f"Gaussian width rule applied to it: "
      f"{2 * np.sqrt(2 * np.log(2) * variance):.4f} nm")
print(f"third cumulant: {third:.4f} nm^3")
print(f"skewness: {third / variance**1.5:.4f} (no unit)")
for z in (2.0, 3.0, 5.0, 10.0):
    local = -response(z, *model) / slope(z, *model)
    print(f"local decay length at offset {z:.0f} nm: {local:.5f} nm")
print(f"tail amplitude factor: {tail_factor:.5f} (no unit)")
print(f"dose fraction deeper than offset 5 nm: "
      f"{1 - cumulative(5.0, *model):.5f}")
print(f"same fraction, Gaussian alone: {0.5 * erfc(5.0 / (s * ROOT2)):.3e}")
for blur, moved in zip(blurs, shifts):
    print(f"peak shift for Gaussian deviation {blur:.2f} nm: {moved:.4f} nm")
print(f"finite layer thickness: {thickness:.2f} nm")
print(f"its peak response: {-layer_best.fun:.5f} nm^-1")
print(f"peak lowered relative to delta layer: "
      f"{100 * (1 + layer_best.fun / top):.2f} percent")
print(f"response fraction above the surface: {lost:.2e}")
print("no test failed")
```

Output:

```
Gaussian standard deviation: 1.00 nm
leading growth length: 0.50 nm
trailing decay length: 2.00 nm
true layer depth: 50.0 nm
areal dose: 0.010 nm^-2 = 1.00e+12 cm^-2
largest relative error of closed form: 8.9e-15
offset (nm), U, D, R (nm^-1), concentration (nm^-3):
  -3.0 3.08195e-02 2.36278e-03 6.63646e-03 6.63646e-05
  -1.0 3.17311e-01 2.49625e-01 1.13387e-01 1.13387e-03
   0.0 3.36204e-01 6.99238e-01 2.07088e-01 2.07088e-03
   1.0 1.47404e-01 9.50469e-01 2.19575e-01 2.19575e-03
   3.0 1.70899e-03 5.02539e-01 1.00850e-01 1.00850e-03
   5.0 4.16591e-07 1.86028e-01 3.72058e-02 3.72058e-04
  10.0 1.27371e-23 1.52702e-02 3.05404e-03 3.05404e-05
peak shift: 0.6081 nm
apparent peak depth: 50.6081 nm
peak response: 0.22701 nm^-1
peak concentration: 2.27009e-03 nm^-3 = 2.2701e+18 cm^-3
half-maximum offsets: -0.9988 and 2.7579 nm
full width at half maximum: 3.7567 nm
centroid shift: 1.5000 nm
variance: 5.2500 nm^2
standard deviation: 2.2913 nm
Gaussian width rule applied to it: 5.3956 nm
third cumulant: 15.7500 nm^3
skewness: 1.3093 (no unit)
local decay length at offset 2 nm: 2.37813 nm
local decay length at offset 3 nm: 2.03448 nm
local decay length at offset 5 nm: 2.00002 nm
local decay length at offset 10 nm: 2.00000 nm
tail amplitude factor: 1.13315 (no unit)
dose fraction deeper than offset 5 nm: 0.07441
same fraction, Gaussian alone: 2.867e-07
peak shift for Gaussian deviation 0.25 nm: 0.1929 nm
peak shift for Gaussian deviation 1.00 nm: 0.6081 nm
peak shift for Gaussian deviation 4.00 nm: 1.2218 nm
finite layer thickness: 1.00 nm
its peak response: 0.22275 nm^-1
peak lowered relative to delta layer: 1.87 percent
response fraction above the surface: 5.50e-44
no test failed
```
